# Bloch states at k+G and closing a plane-wave k loop: verification in Python

```python
"""Result under test: in the periodic gauge psi_(k+G) = psi_k one has
    u_(k+G)(r) = exp(-i G.r) u_k(r),   c_m(k+G) = c_(m+G)(k),
so a plane-wave code closes a k loop by shifting coefficient indices.
Symbols: psi_k = exp(i k.r) u_k, u_k = sum_m c_m(k) exp(i m g x),
g = 2 pi / a, a = lattice constant. Energies in eV, lengths in angstrom.
Berry phase = -arg(product of links <u_j|u_(j+1)>),
Wannier centre = a * (Berry phase) / (2 pi), modulo a.
"""
import numpy as np
from scipy.constants import hbar, m_e, e, angstrom, physical_constants

KIN = hbar**2 / (2 * m_e) / e / angstrom**2      # hbar^2/2m in eV angstrom^2
BOHR = physical_constants["Bohr radius"][0] / angstrom
a = 4.0
g = 2 * np.pi / a
V_COS, V_SIN = -6.0, 3.0
E_CUT = 600.0
M = 12                                            # storage range of indices
IDX = np.arange(-M, M + 1)
rng = np.random.default_rng(7)


def potential(x):
    return V_COS * np.cos(g * x) + V_SIN * np.sin(2 * g * x)


V_FOURIER = {1: V_COS / 2, -1: V_COS / 2, 2: V_SIN / 2j, -2: -V_SIN / 2j}


def solve(k, indices=None, move=0.0, e_cut=E_CUT):
    """Band energies and lowest-band coefficients; phase rule psi_k(0) > 0.
    The crystal is displaced rigidly by `move`."""
    if indices is None:
        indices = IDX[KIN * (k + IDX * g)**2 <= e_cut]
    diff = indices[:, None] - indices[None, :]
    h = np.diag(KIN * (k + indices * g)**2).astype(complex)
    for q, v in V_FOURIER.items():
        h += v * np.exp(-1j * q * g * move) * (diff == q)
    energies, vectors = np.linalg.eigh(h)
    c = vectors[:, 0]
    value_at_origin = c.sum()
    c = c * np.conj(value_at_origin) / abs(value_at_origin)
    full = np.zeros(len(IDX), complex)
    full[indices + M] = c
    return energies, full


def shift_index(c, s):
    """Return d_m = c_(m+s), with zeros (no wrap-around) outside the list."""
    out = np.zeros_like(c)
    source = IDX + s
    ok = np.abs(source) <= M
    out[ok] = c[source[ok] + M]
    return out


def loop_states(n, move=0.0):
    return [solve(j * g / n, move=move)[1] for j in range(n)]


def links(states, s=1):
    chain = states + [shift_index(states[0], s)]
    return np.array([np.vdot(chain[j], chain[j + 1])
                     for j in range(len(states))])


def centre(states, s=1):
    return -a * np.angle(np.prod(links(states, s))) / (2 * np.pi)


def fold(x):
    return (x + a / 2) % a - a / 2


print(f"hbar^2/2m = {KIN:.5f} eV angstrom^2")
print(f"a = {a:.1f} angstrom, g = {g:.5f} 1/angstrom")
print(f"V: cos(gx) {V_COS:.1f} eV, sin(2gx) {V_SIN:.1f} eV")
print(f"cutoff = {E_CUT:.0f} eV")

# --- Isolation of the lowest band over the whole loop
bands = np.array([solve(j * g / 64)[0][:2] for j in range(64)])
gap = bands[:, 1].min() - bands[:, 0].max()
assert gap > 0.5
print(f"gap above lowest band = {gap:.4f} eV")

# --- Coefficients at k = 0 and, by a separate diagonalization, at k = g
N = 8
states = loop_states(N)
c_end = solve(g)[1]
assert np.allclose(c_end, shift_index(states[0], 1), atol=1e-9)
print("coefficients c_m (dimensionless); k7 = 7g/8")
print("  m      c_m(k7)            c_m(0)             c_m(g)")
for m in range(-3, 3):
    row = [states[-1][m + M], states[0][m + M], c_end[m + M]]
    print(f"{m:3d}  " + "  ".join(f"{z.real:+.4f}{z.imag:+.4f}i" for z in row))

# --- Truncation: cutoff in |k+G| against a fixed list of indices
k_test = 0.25 * g
e_sphere = [solve(k, e_cut=40.0)[0][0] for k in (k_test, k_test + g)]
assert abs(e_sphere[1] - e_sphere[0]) < 1e-9
print("E(k+g)-E(k) at k = g/4:")
print(f"  40 eV cutoff: {abs(e_sphere[1] - e_sphere[0]):.1e} eV (absolute)")
list_error = {}
for size in (2, 4, 8):
    fixed = np.arange(-size, size + 1)
    pair = [solve(k, fixed)[0][0] for k in (k_test, k_test + g)]
    list_error[size] = abs(pair[1] - pair[0])
    print(f"  fixed list |m|<={size}: {list_error[size]:.1e} eV (absolute)")
assert list_error[2] > 1e-3 and list_error[8] < 1e-8

# --- Eight-point loop, link by link
s_links = links(states)
print("links of the 8-point loop: j, modulus, phase (rad)")
for j, z in enumerate(s_links):
    print(f"  {j}  {abs(z):.5f}  {np.angle(z):+.5f}")
x8 = centre(states)
berry8 = 2 * np.pi * x8 / a
print(f"Berry phase, N=8 = {berry8:.5f} rad")
print(f"centre, N=8 = {x8:.5f} angstrom = {x8 / BOHR:.5f} bohr")

last = {s: abs(links(states, s)[-1]) for s in (1, 0, -1)}
assert last[1] > 0.95 and last[0] < 0.9 and last[-1] < 0.9
print(f"last link modulus, correct shift = {last[1]:.5f}")
print(f"last link modulus, no shift = {last[0]:.5f}")
print(f"last link modulus, wrong sign = {last[-1]:.5f}")

# --- Arbitrary phases on all stored states must cancel
scrambled = [c * np.exp(2j * np.pi * rng.random()) for c in states]
phase_change = abs(fold(centre(scrambled) - x8))
assert phase_change < 1e-10
print(f"centre change, random phases = {phase_change:.1e} angstrom")

# --- Independent road 1: ring of N cells on a real-space grid
length = N * a
n_grid = 24 * N
x = np.arange(n_grid) * length / n_grid
q = 2 * np.pi * np.fft.fftfreq(n_grid, length / n_grid)
kinetic = np.fft.ifft(KIN * q[:, None]**2 * np.fft.fft(np.eye(n_grid), axis=0),
                      axis=0)
h_ring = kinetic + np.diag(potential(x))
h_ring = (h_ring + h_ring.conj().T) / 2
occupied = np.linalg.eigh(h_ring)[1][:, :N]
position = occupied.conj().T @ (np.exp(2j * np.pi * x / length)[:, None]
                                * occupied)
ring = np.angle(np.linalg.eigvals(position)) * length / (2 * np.pi)
assert np.max(np.abs(fold(ring - x8))) < 1e-6
home = ring[np.argmin(np.abs(ring - x8))]
print(f"centre from 8-cell ring = {home:.5f} angstrom")

# --- Independent road 2: integral of x |w(x)|^2 for the Wannier function
n_w = 64
xw = (np.arange(40 * n_w) - 20 * n_w) * a / 40
wannier = np.zeros(len(xw), complex)
for j, c in enumerate(loop_states(n_w)):
    k = j * g / n_w
    wannier += np.exp(1j * np.outer(xw, k + IDX * g)) @ c / (n_w * np.sqrt(a))
density = np.abs(wannier)**2 * a / 40
assert abs(density.sum() - 1) < 1e-8
x_direct = np.sum(xw * density)
fine = loop_states(512)
x_fine = centre(fine)
assert abs(x_fine - x_direct) < 1e-5
print(f"centre from Wannier integral = {x_direct:.6f} angstrom")
print(f"centre, N=512 = {x_fine:.6f} angstrom = {x_fine / BOHR:.6f} bohr")
loop_error = {}
for n in (8, 16, 32):
    loop_error[n] = centre(loop_states(n)) - x_direct
    print(f"  loop error, N={n}: {loop_error[n]:+.2e} angstrom")
assert abs(loop_error[32]) < abs(loop_error[8])

# --- Missing index shift: wrong even on a fine loop, blind to displacement
x_bad = centre(fine, 0)
assert abs(fold(x_bad - x_direct)) > 0.05
print(f"'centre' without shift, N=512 = {x_bad:.5f} angstrom")
move = 0.5
moved = loop_states(N, move)
change_good = fold(centre(moved) - x8)
change_bad = fold(centre(moved, 0) - centre(states, 0))
assert abs(change_good - move) < 1e-8 and abs(change_bad) < 1e-8
print(f"crystal displaced by {move:.2f} angstrom")
print(f"  centre moves, with shift: {change_good:.5f} angstrom")
print(f"  centre moves, no shift: {abs(change_bad):.5f} angstrom")

# --- Vector form on an oblique two-dimensional lattice, compared in real space
cell = np.array([[4.0, 0.0], [1.0, 3.5]])
recip = 2 * np.pi * np.linalg.inv(cell).T
box = np.array([(i, j) for i in range(-8, 9) for j in range(-8, 9)])
g_vectors = box @ recip
v_plane = {(1, 0): -2 + 0.5j, (0, 1): -1.5 + 0j, (1, 1): 0.8j}
delta = box[:, None, :] - box[None, :, :]
v_matrix = np.zeros((len(box), len(box)), complex)
for (i, j), v in v_plane.items():
    v_matrix += v * ((delta[..., 0] == i) & (delta[..., 1] == j))
    v_matrix += np.conj(v) * ((delta[..., 0] == -i) & (delta[..., 1] == -j))
frac = np.array([(i, j) for i in range(24) for j in range(24)]) / 24
r = frac @ cell
waves = np.exp(1j * r @ g_vectors.T)


def periodic_part(k):
    h = v_matrix + np.diag(KIN * np.sum((k + g_vectors)**2, axis=1))
    return waves @ np.linalg.eigh(h)[1][:, :2]


k2 = np.array([0.13, 0.29])
G2 = np.array([1, -2]) @ recip
u_k, u_kG = periodic_part(k2), periodic_part(k2 + G2)
worst = 0.0
for band in range(2):
    target = np.exp(-1j * r @ G2) * u_k[:, band]
    overlap = np.vdot(target, u_kG[:, band]) / len(r)
    mismatch = u_kG[:, band] - target * overlap / abs(overlap)
    worst = max(worst, np.max(np.abs(mismatch)))
wrong = abs(np.vdot(np.exp(1j * r @ G2) * u_k[:, 0], u_kG[:, 0])) / len(r)
assert worst < 1e-6 and wrong < 0.5
print("2D oblique lattice, G = b1 - 2 b2, two lowest bands:")
print(f"  largest pointwise mismatch of u = {worst:.1e} (mean |u|^2 = 1)")
print(f"  overlap with wrong sign, band 1 = {wrong:.1e}")

print("all good")
```

Output:

```
hbar^2/2m = 3.80998 eV angstrom^2
a = 4.0 angstrom, g = 1.57080 1/angstrom
V: cos(gx) -6.0 eV, sin(2gx) 3.0 eV
cutoff = 600 eV
gap above lowest band = 5.9140 eV
coefficients c_m (dimensionless); k7 = 7g/8
  m      c_m(k7)            c_m(0)             c_m(g)
 -3  +0.0138-0.0346i  -0.0001-0.0059i  +0.0198-0.0391i
 -2  +0.2103-0.0464i  +0.0198-0.0391i  +0.2598-0.0453i
 -1  +0.9168-0.0127i  +0.2598-0.0453i  +0.9257+0.0000i
  0  +0.3265+0.0458i  +0.9257+0.0000i  +0.2598+0.0453i
  1  +0.0287+0.0442i  +0.2598+0.0453i  +0.0198+0.0391i
  2  +0.0002+0.0079i  +0.0198+0.0391i  -0.0001+0.0059i
E(k+g)-E(k) at k = g/4:
  40 eV cutoff: 0.0e+00 eV (absolute)
  fixed list |m|<=2: 1.2e-01 eV (absolute)
  fixed list |m|<=4: 1.1e-04 eV (absolute)
  fixed list |m|<=8: 1.4e-13 eV (absolute)
links of the 8-point loop: j, modulus, phase (rad)
  0  0.99650  +0.01761
  1  0.99424  +0.01914
  2  0.98855  +0.02194
  3  0.98102  +0.02456
  4  0.98102  +0.02456
  5  0.98855  +0.02194
  6  0.99424  +0.01914
  7  0.99650  +0.01761
Berry phase, N=8 = -0.16651 rad
centre, N=8 = -0.10600 angstrom = -0.20032 bohr
last link modulus, correct shift = 0.99650
last link modulus, no shift = 0.56564
last link modulus, wrong sign = 0.16706
centre change, random phases = 0.0e+00 angstrom
centre from 8-cell ring = -0.10600 angstrom
centre from Wannier integral = -0.105645 angstrom
centre, N=512 = -0.105645 angstrom = -0.199639 bohr
  loop error, N=8: -3.58e-04 angstrom
  loop error, N=16: -8.94e-05 angstrom
  loop error, N=32: -2.23e-05 angstrom
'centre' without shift, N=512 = 0.02421 angstrom
crystal displaced by 0.50 angstrom
  centre moves, with shift: 0.50000 angstrom
  centre moves, no shift: 0.00000 angstrom
2D oblique lattice, G = b1 - 2 b2, two lowest bands:
  largest pointwise mismatch of u = 2.6e-13 (mean |u|^2 = 1)
  overlap with wrong sign, band 1 = 8.3e-07
all good
```
